# Mott-Schottky Slope and Intercept with a Constant Helmholtz Capacitance in Series

An n-type oxide film with $5\times10^{19}$ donors per cm³ and relative permittivity 50 is held 1.5 V positive of its flat-band potential. The Helmholtz layer at its outer surface has a capacitance of 20 µF/cm² and takes 0.43 V of the 1.5 V. Yet the plot of $1/C^2$ against potential has the slope it would have if all 1.5 V fell in the film, and its extrapolated zero is displaced by only 44 mV. How can a layer that takes more than a quarter of the potential leave the slope alone?

## 1. The film alone, without thermal electrons

Let $x$ run from the outer surface into the film, and let $U$ be the electrode potential. At the flat-band potential $U_{fb}$ the film carries no space charge. Write $V=U-U_{fb}$. For $V>0$ electrons are withdrawn from the surface region, which leaves ionised donors of uniform density $N$ down to a depth $W$. The film is thicker than $W$ and its contact to the metal is ohmic, so no other potential drop arises inside it.

Let $\phi(x)$ be the amount by which the electrostatic potential at $x$ lies below that of the film's interior. The electron energy at $x$ is then raised by $e\phi(x)$. Poisson's equation for the potential has a minus sign, which this definition removes:

$$\phi''=\frac{eN}{\varepsilon}\quad(0<x<W),\qquad \phi(W)=\phi'(W)=0 .$$

Two integrations give $\phi(x)=eN(W-x)^2/(2\varepsilon)$. All capacitances and charges are per unit area. With the film charge $Q=eNW$, the band bending $\phi\equiv\phi(0)$ is

$$\phi=\frac{eNW^2}{2\varepsilon}=\frac{Q^2}{2\varepsilon eN}.$$

The differential capacitance of the film follows from

$$\frac1{C_{sc}}=\frac{d\phi}{dQ}=\frac{Q}{\varepsilon eN}=\frac W\varepsilon ,\qquad
\frac1{C_{sc}^2}=\frac{Q^2}{(\varepsilon eN)^2}=\frac{2}{\varepsilon eN}\,\phi .$$

With no Helmholtz drop $\phi=V$, and the plot is a straight line through $V=0$ with slope

$$s=\frac{2}{\varepsilon eN}.$$

For the film above, $\varepsilon=50\times8.854\times10^{-14}=4.427\times10^{-12}$ F/cm and $eN=8.011$ C/cm³. Hence $s=2/(3.546\times10^{-11})=5.639\times10^{10}$ cm⁴/(F² V), or 0.05639 cm⁴/(µF² V).

## 2. Adding the Helmholtz layer

The film charge $Q$ is balanced by $-Q$ in the electrolyte, across the Helmholtz layer of constant capacitance $C_H$. The potential falls by $\phi$ from the film's interior to its surface and by a further $Q/C_H$ to the electrolyte. Both drops have the same sign, so

$$V=\frac{Q^2}{2\varepsilon eN}+\frac{Q}{C_H}. \tag{1}$$

Ions bound to the oxide surface may add a charge $\sigma$, which makes the Helmholtz drop $(Q+\sigma)/C_H$. If $\sigma$ stays fixed while $U$ is changed, $\sigma/C_H$ is a constant and belongs to $U_{fb}$. This is a real assumption, and section 5 shows what happens without it.

Differentiating (1) gives the series rule:

$$\frac1C=\frac{dV}{dQ}=\frac{Q}{\varepsilon eN}+\frac1{C_H}. \tag{2}$$

Now square it, and take the factor $s$ out of the terms that contain $Q$:

$$\frac1{C^2}=\frac{Q^2}{(\varepsilon eN)^2}+\frac{2Q}{\varepsilon eN\,C_H}+\frac1{C_H^2}
=\frac{2}{\varepsilon eN}\left[\frac{Q^2}{2\varepsilon eN}+\frac{Q}{C_H}\right]+\frac1{C_H^2}.$$

The bracket is $V$ by (1). Therefore

$$\frac1{C^2}=\frac{2}{\varepsilon eN}\,V+\frac1{C_H^2}. \tag{3}$$

The slope is still $s$. The right side vanishes at

$$V_0=-\frac{1}{sC_H^2}=-\frac{\varepsilon eN}{2C_H^2}. \tag{4}$$

Two effects of the Helmholtz layer have cancelled. It takes $Q/C_H$ away from the film, which lowers $1/C_{sc}^2$ by $sQ/C_H$. It also adds the cross term $2/(C_{sc}C_H)$ to the square, which equals $sQ/C_H$. What remains is the constant $1/C_H^2$.

The same thing can be seen by completing the square in (1). With $Q_H=\varepsilon eN/C_H$,

$$V=\frac{(Q+Q_H)^2}{2\varepsilon eN}-\frac{Q_H^2}{2\varepsilon eN}.$$

A term linear in $Q$ moves the vertex of the parabola $V(Q)$ and leaves its curvature as it was. The zero of the plot is the vertex, at $Q=-Q_H$. It is a point of extrapolation, because in depletion $Q>0$ and, by (2), $C<C_H$.

**Limits.** For $C_H\to\infty$ equation (3) returns to the film alone. For small $C_H$ most of the potential falls in the Helmholtz layer and $Q\approx C_HV$. The band bending is then roughly $C_H^2V^2/(2\varepsilon eN)$, provided this value is many times $kT/e$ and still small compared with $V$. For the film above at 1.5 V the two conditions are met only loosely: with $C_H=3$ µF/cm² the estimate is 0.29 V, while (1) with the thermal term of section 3 gives 0.23 V. When this estimate is no longer large compared with $kT/e$, both the estimate and the line (3) fail, for a reason that the next section makes precise.

## 3. Electrons at finite temperature

The edge of the depletion layer is not sharp. With nondegenerate electrons of density $Ne^{-\phi(x)/V_T}$, where $V_T=kT/e$, Poisson's equation reads

$$\phi''=\frac{eN}{\varepsilon}\left(1-e^{-\phi/V_T}\right).$$

Multiply by $\phi'$ and integrate from the interior, where $\phi=\phi'=0$:

$$\tfrac12\phi'^2=\frac{eN}{\varepsilon}\left[\phi-V_T\left(1-e^{-\phi/V_T}\right)\right].$$

By Gauss's law $Q=-\varepsilon\phi'(0)$, so at the surface

$$Q^2=2\varepsilon eN\left[\phi-V_T\left(1-e^{-\phi/V_T}\right)\right]. \tag{5}$$

When $\phi$ is many times $V_T$ the exponential can be dropped, and

$$\phi=\frac{Q^2}{2\varepsilon eN}+V_T .$$

The thermal tail adds a constant to $V(Q)$. Its derivative is zero, so (2) is unchanged, and the bracket in the squared form is now $V-V_T$:

$$\boxed{\;\frac1{C^2}=\frac{2}{\varepsilon eN}\left(V-\frac{kT}{e}\right)+\frac1{C_H^2},\qquad
V_0=\frac{kT}{e}-\frac{\varepsilon eN}{2C_H^2}\;} \tag{6}$$

**Limit near flat band.** For $\phi\ll V_T$ the bracket in (5) becomes $\phi^2/(2V_T)$. Then $Q=\phi\sqrt{\varepsilon eN/V_T}$, and $C_{sc}=\sqrt{\varepsilon eN/V_T}$ is finite and constant. The curve therefore leaves the straight line before flat band is reached, and (6) applies to the depleted part.

## 4. The numbers

At 298.15 K, $V_T=25.69$ mV. The Helmholtz term is $1/C_H^2=1/20^2=0.0025$ cm⁴/µF². The displacement of the zero is $-0.0025/0.05639=-0.0443$ V, so $V_0=25.7-44.3=-18.6$ mV.

At $V=1.5$ V, equation (6) gives

$$\frac1{C^2}=0.05639\times1.4743+0.0025=0.0856\ \text{cm}^4/\mu\text{F}^2,$$

hence $C=3.42$ µF/cm². Equation (2) then gives $Q=(2/s)(1/C-1/C_H)=8.61$ µC/cm². The Helmholtz drop is $8.61/20=0.430$ V, and the depletion width is $W=Q/(eN)=10.7$ nm. Other potentials are treated in the same way:

| $V$ (V) | $Q$ (µC/cm²) | $Q/C_H$ (V) | $\phi$ (V) | $C$ (µF/cm²) | $1/C^2$ (cm⁴/µF²) |
|---|---|---|---|---|---|
| 0.5 | 4.29 | 0.215 | 0.285 | 5.85 | 0.0292 |
| 1.0 | 6.73 | 0.336 | 0.664 | 4.17 | 0.0574 |
| 1.5 | 8.61 | 0.430 | 1.070 | 3.42 | 0.0856 |

The cancellation can be followed at 1.5 V. The film's own term is $s(\phi-V_T)=0.0589$, the cross term is $s\,Q/C_H=0.0243$, and the constant is 0.0025, all in cm⁴/µF². Their sum is 0.0857, which agrees with the table within rounding. The cross term restores what the film lost through its smaller share of the potential.

These values neglect the exponential in (5). At 0.5 V it is $e^{-0.285/0.0257}\approx1.5\times10^{-5}$. A numerical solution keeps it: Poisson's equation with the Helmholtz layer as boundary condition was solved by Newton iteration on a grid of 0.02 nm, and the charge was differentiated with respect to $V$. A straight line through eleven values of $1/C^2$ from 0.5 to 1.5 V has slope 0.05639 cm⁴/(µF² V) and zero at −18.6 mV. With $C_H$ made practically infinite the slope is again 0.05639, and the zero lies at 25.7 mV. Doubling the grid step moves the first zero by less than 0.001 mV.

To recover the film's properties from a measured line, $N$ comes from the slope as it stands. The flat-band potential comes from the zero $U_0$ on the electrode scale:

$$U_{fb}=U_0-\frac{kT}{e}+\frac{1}{sC_H^2}.$$

Leaving out the last term places $U_{fb}$ 44 mV too negative here. The error is proportional to $N$. At $5\times10^{20}$ cm⁻³, with the other parameters held fixed, it is 0.44 V, and (6) puts the zero at −0.418 V. The numerical solution, fitted from 1.0 to 1.5 V, gives the same value to three digits. This tests the algebra and does not describe a real film, because both values assume nondegenerate electrons. With the degenerate electrons of section 6 and a free-electron mass the zero would lie near −0.35 V, and at 1.0 V the barrier would be so thin and low that electrons at the Fermi level tunnel through it easily.

## 5. What the cancellation needs

The argument does not depend on the parabola. Let $V(Q)$ be any smooth relation that the system follows both in the slow sweep and in the small ac signal. Then $1/C=V'(Q)$, and

$$\frac{d}{dV}\frac1{C^2}=2V'V''\,\frac{dQ}{dV}=2V''(Q), \tag{7}$$

because $dQ/dV=1/V'$. A series element with a drop linear in $Q$ contributes nothing to $V''$. If its capacitance depends on charge, the slope at given $Q$ changes by $2\,d(1/C_H)/dQ$. For a film with nonuniform donors, whose slope varies with $Q$, a constant $C_H$ keeps the slope at each charge but moves the potential at which it is found.

**A Helmholtz drop that does not follow the sweep.** Suppose that surface ions exchange with the electrolyte and hold the dc Helmholtz drop constant, but are too slow for the ac signal. All of the change in $V$ then falls in the film, so $1/C_{sc}^2=s(V-V_T)$, while the ac response still contains $1/C_H$. Differentiating the first relation gives $d(1/C_{sc})/dV=sC_{sc}/2$. Hence

$$\frac{d}{dV}\left(\frac1{C_{sc}}+\frac1{C_H}\right)^2
=2\left(\frac1{C_{sc}}+\frac1{C_H}\right)\frac{sC_{sc}}2
=s\left(1+\frac{C_{sc}}{C_H}\right).$$

The plot is now curved and steeper than $s$. At $V=1$ V, $C_{sc}=1/\sqrt{0.05639\times0.9743}=4.27$ µF/cm², and the factor is $1+4.27/20=1.21$. A donor density read from this local slope would be too low by that factor. Equation (7) does not apply, since the dc path and the ac signal follow different relations between $V$ and $Q$. If instead the exchange is fast enough to hold the drop constant for the ac signal as well, as proton exchange on an oxide may be, $C_H$ drops out of the measured capacitance. The slope is then $s$, and the term $1/(sC_H^2)$ must not be applied when $U_{fb}$ is read from the zero.

**Subtracting $1/C_H$ from the data.** Return to the case in which the drop does follow the sweep. Forming $(1/C-1/C_H)^2$ gives $1/C_{sc}^2=s(\phi-V_T)$, which is linear in $\phi$. Against $V$ its slope is

$$s\,\frac{d\phi}{dV}=s\,\frac{d\phi}{dQ}\frac{dQ}{dV}=s\,\frac{C}{C_{sc}}=s\,\frac{C_H}{C_H+C_{sc}} .$$

At 1 V, $1/C_{sc}=1/4.172-1/20=0.190$ cm²/µF, so $C_{sc}=5.27$ µF/cm² and the factor is $20/25.27=0.79$. This half-made correction overestimates $N$ by a factor $25.27/20=1.26$. Either the potential must be corrected too, by plotting against $V-Q/C_H$, or the capacitance must be left uncorrected.

**A film that is too thin.** If the whole thickness $d$ is depleted, the field is $(Q-eNx)/\varepsilon$ throughout, where $Q$ now means $\varepsilon$ times the field at the outer surface. Part of this charge sits on the metal. Integration over the film gives

$$\phi=\frac{Qd}{\varepsilon}-\frac{eNd^2}{2\varepsilon}.$$

This is linear in $Q$, so by (7) the slope is zero: the film has become a plate capacitor. For $d=6$ nm at 1.5 V, with the other parameters unchanged, the numerical solution gives a slope of 0.5 % of $s$. The numerical solution also contains the electrons that spill in from the back contact. The formula omits them, and they leave this small remainder.

## 6. Degenerate electrons

At this donor density the Boltzmann factor is doubtful. With a free-electron mass the effective density of states is $N_c=2.49\times10^{19}$ cm⁻³, half of $N$. For a general electron density $n(\phi)$ the first integral becomes

$$Q^2=2\varepsilon eN\left[\phi-\frac1N\int_0^{\phi}n(\phi')\,d\phi'\right].$$

In deep depletion the surface holds almost no electrons, and the upper limit may be taken to infinity. The integral is then a constant, which replaces $V_T$ in (6) and leaves the slope alone. For $n=N_cF_{1/2}(\eta-\phi/V_T)$, with normalised Fermi-Dirac integrals that obey $F_{3/2}'=F_{1/2}$ and with $\eta$ fixed by $n(0)=N$, it is

$$\frac1N\int_0^\infty n\,d\phi'=\frac{kT}{e}\,\frac{F_{3/2}(\eta)}{F_{1/2}(\eta)} .$$

For $\eta\to-\infty$ the ratio tends to one and $kT/e$ returns. Here the constant is 34.5 mV instead of 25.7 mV, and the zero moves from −18.6 to −9.8 mV. Poisson's equation solved with this electron density gives the same zero, and a slope within 0.002 % of $s$. The same constant must replace $kT/e$ in the formula for $U_{fb}$ in section 4, which otherwise gives a value 9 mV too positive. The constant depends on the electron mass: at half the free-electron mass it is 49 mV.

## 7. The model beside a real film

The parameters are rough typical values for an anodic oxide on tungsten, taken to be 40 nm thick and formed at 20 V. With the same donor density, a film of 3 nm would be close to the thin-film limit of section 5 at every potential in the table, with a slope of about 4 % of $s$ at 0.5 V for nondegenerate electrons, about 5 % for degenerate ones, and less at higher potentials. At 5 nm the blurred edge of the depletion layer still leaves about a third of $s$ at 0.5 V.

Two corrections to the slope are sized in this section. The larger in a 1 mol/L electrolyte, with the coefficient assumed below, comes from a permittivity that depends on the field. Let the field be $E=D/\varepsilon+\beta D^3$, where $D=eN(W-x)$ is the displacement. Integration over the depletion layer gives

$$\phi=\frac{Q^2}{2\varepsilon eN}+\frac{\beta Q^4}{4eN},$$

and by (7) the slope grows by the fraction $3\beta\varepsilon Q^2$. For $\beta=10^{10}$ V m⁵/C³, an assumed order of magnitude, this is 2 % at the charge listed for 0.5 V and 10 % at that for 1.5 V. The donor density inferred from the local slope would be too low by about as much. The intercept suffers too: the zero of a straight line fitted from 0.5 to 1.5 V moves by about +30 mV, which is comparable with the 44 mV due to the Helmholtz layer. A flat-band potential obtained through (6) is then uncertain by a similar amount.

The diffuse layer makes the series capacitance depend on charge. For a 1:1 electrolyte with $n_s$ ions of each sign per volume and permittivity $\varepsilon_w$, the charge density at potential $\psi$ has magnitude $2en_s\sinh(\psi/V_T)$. The same first integral as before gives

$$Q^2=4\varepsilon_w n_skT\left(\cosh\frac{\psi}{V_T}-1\right)=8\varepsilon_w n_skT\,\sinh^2\frac{\psi}{2V_T}.$$

So $\psi=2V_T\,\text{arsinh}(Q/A)$ with $A^2=8\varepsilon_wn_skT$. Its second derivative, divided by $1/(\varepsilon eN)$, is the relative change of slope:

$$-\frac{2V_TQ\,\varepsilon eN}{(A^2+Q^2)^{3/2}} .$$

At 1 mol/L and relative permittivity 78 its magnitude stays near or below 0.5 % between the charges for 0.5 and 1.5 V. Without bound ions, the diffuse layer also moves the fitted zero by about −10 mV. It matters more in a dilute electrolyte: at 0.1 mol/L, again without bound ions, it lowers the slope by about 4 % at the charge for 0.5 V and moves the fitted zero by about −22 mV.

The surface field at 1.5 V is $Q/\varepsilon=1.9$ MV/cm, below the mean formation field of $20\ \text{V}/40\ \text{nm}=5$ MV/cm. The band bending is about a third of a rough gap of 3 eV, so the valence band at the surface stays below the conduction band of the interior, and electrons cannot tunnel between them at constant energy. With the thermal tail left out, an electron at the interior band edge meets the barrier $e\phi_b(1-x/W)^2$, where $\phi_b=Q^2/(2\varepsilon eN)$. The tunnelling exponent is

$$\frac2\hbar\int_0^W\sqrt{2me\phi_b}\left(1-\frac xW\right)dx=\frac{W\sqrt{2me\phi_b}}{\hbar}.$$

At 0.5 V it is 14 for a free-electron mass. The thermal tail of section 3 makes the barrier slightly higher and much longer at its foot. Integrating over the potential that follows from (5) raises the exponent to about 20, a probability of about $2\times10^{-9}$ at the band edge. Electrons of higher energy meet a thinner and lower barrier and dominate the flow: averaged over the electrons that arrive at the barrier, the transmitted fraction is between $10^{-4}$ and $10^{-3}$, and a smaller mass would raise it. The barrier alone therefore does not guarantee a negligible leakage current, which also depends on the states available in the electrolyte and has to be checked by measurement. Warming to 333 K at fixed $U_{fb}$, $\varepsilon$ and $N$ moves the zero by 3 mV in the nondegenerate model.

Two further effects are not sized here. The first is the random placement of the donors: at 0.5 V a cube of side $W$ holds only about eight of them, so the uniform density $N$ is an average, and the fluctuations may shift the intercept. The second is electronic states in the gap or at the surface. They can store charge that follows the sweep but not the ac signal, and then (7) loses its premise. A capacitance that depends on the measuring frequency is a warning that neither the slope nor the intercept should be read through (6) without further analysis.

All numerical values are calculated from the stated model.
